# Two-Step Electron Distribution in a Diffusive Wire from the Keldysh Equation

## A single energy at zero temperature

A normal wire occupies $0<x<L$ and joins two reservoirs at zero temperature. With $e>0$, their electrochemical potentials are $\mu_L=+eV/2$ and $\mu_R=-eV/2$. Take an electron energy $E$ with $|E|<eV/2$. At this energy the left reservoir is full and the right one is empty.

Replace the wire by a chain of sites $n=0,1,\dots,N$, on which an electron hops left or right with equal probability and keeps its energy. A state at site $n$ is filled if the path leading to it began in the left reservoir. Let $p_n$ be the probability of this. The previous site was either neighbour with probability one half, so

$$p_n=\tfrac12(p_{n-1}+p_{n+1}),\qquad p_0=1,\quad p_N=0.$$

Hence $p_{n+1}-p_n=p_n-p_{n-1}$. All differences are equal, and the end values give $p_n=1-n/N$. The occupation is $f=1-x/L$ throughout the window. Below the window both reservoirs are full and $f=1$; above it both are empty and $f=0$. As a function of energy, $f$ has two steps separated by a plateau.

This assumes a classical walk. The Keldysh equation must show what replaces it for electrons in a metal, and what $E$ means when the wire contains an electric field.

## The Keldysh equation

For a spin-degenerate normal metal without superconductivity, the quasiclassical Green function is

$$\check g=\begin{pmatrix}g^R&g^K\\0&g^A\end{pmatrix},\qquad \check g\circ\check g=1,$$

where $\circ$ includes integration over the intermediate time. It comes from the full Green function $G$ by integrating over the band energy $\xi$, $\check g=(i/\pi)\int d\xi\,\check G$, and averaging over directions and disorder. For a mean free path $\ell\ll L$, and with interference corrections neglected, it obeys

$$(\partial_t+\partial_{t'})\check g+\frac{i}{\hbar}[U(x,t)-U(x,t')]\check g-\partial_x\!\left(D\,\check g\circ\partial_x\check g\right)=\check C .$$

Here $U$ is the electrostatic potential energy, $D$ the diffusion coefficient and $\check C$ the inelastic collision term. Elastic scattering is already contained in $D$.

In a steady state $\check g$ depends on $t-t'$ alone, so $(\partial_t+\partial_{t'})\check g=0$. A static potential gives $U(x)-U(x)=0$. The Fourier variable conjugate to $t-t'$ is therefore the total energy $E$, including $U$; an electron's kinetic energy changes along the wire while $E$ does not. Setting $\check C=0$ and taking $D$ constant leaves, at each $E$,

$$D\,\partial_x(\check g\,\partial_x\check g)=0. \tag{1}$$

**The spectral part.** The diagonal elements of $\check g^2=1$ are $(g^R)^2=(g^A)^2=1$. Causality fixes the signs. From $G^R=1/(E-\xi+i0)$, the symmetric integral over $\xi$ is $-i\pi$, so $g^R=(i/\pi)(-i\pi)=1$. The advanced function has the opposite sign of $i0$, and $g^A=-1$. The remaining condition, $g^Rg^K+g^Kg^A=0$, then holds for any $g^K$.

**The occupation.** The Keldysh function counts empty minus filled states. With this normalization $g^K=2h$ and $h=1-2f$. In equilibrium $h=\tanh[(E-\mu)/2kT]$, which gives $f=f_0(E-\mu)$ with $f_0(E)=1/(e^{E/kT}+1)$.

Now multiply the matrices:

$$\check g\,\partial_x\check g=
\begin{pmatrix}1&2h\\0&-1\end{pmatrix}
\begin{pmatrix}0&2h'\\0&0\end{pmatrix}
=\begin{pmatrix}0&2h'\\0&0\end{pmatrix}.$$

Equation (1) becomes $2Dh''=0$. Since $h''=-2f''$, this is $Df''=0$, the continuum form of the hopping rule.

## Reservoirs at finite temperature

Let the contacts be transparent and both reservoirs have temperature $T$. The general solution is $f=a(E)+b(E)x$. The left end gives $a=f_0(E-eV/2)$, and the right end gives $a+bL=f_0(E+eV/2)$. With $s=x/L$,

$$\boxed{f(s,E)=(1-s)f_0(E-eV/2)+s\,f_0(E+eV/2)} \tag{2}$$

The matrix equation can also be solved without first reducing it to $h$. Put $\check g\,\partial_x\check g=A$, a constant matrix. Because $\check g^{-1}=\check g$, this means $\partial_x\check g=\check gA$ and $\check g(x)=\check g_Le^{xA}$. At the right end,

$$e^{LA}=\check g_L\check g_R=1+N,\qquad N=\begin{pmatrix}0&2(h_R-h_L)\\0&0\end{pmatrix}.$$

Since $N^2=0$, $LA=\ln(1+N)=N$ and $\check g=\check g_L(1+sN)$. Its Keldysh element is $2h_L+2s(h_R-h_L)$, again equation (2).

**Large bias.** For $eV\gg kT$, the steps lie at $\pm eV/2$ and the plateau has height $1-s$. A Fermi function falls from 0.9 to 0.1 between $-kT\ln9$ and $+kT\ln9$, so each step has a 10–90 percent width of $2kT\ln9$.

**Small bias.** To first order in $V$,

$$f\simeq f_0(E)-f_0'(E)\,eV(\tfrac12-s),$$

which is also the expansion of one Fermi function shifted by $eV(1/2-s)$. Linear response therefore cannot distinguish the two shapes. At the middle of the wire the steps become separate when $-\partial_Ef$ acquires a minimum at $E=0$. There it is a sum of two $\operatorname{sech}^2$ peaks with argument $u=eV/4kT$, and

$$\frac{d^2}{du^2}\operatorname{sech}^2u=4\operatorname{sech}^2u-6\operatorname{sech}^4u.$$

This is positive for $\cosh^2u>3/2$, or $eV>2kT\ln(2+\sqrt3)$.

## Current and energy

At fixed total energy the electron flux is $-\nu D\,\partial_xf$, where $\nu$ is the density of states for both spins. Two Fermi functions displaced by $eV$ enclose an area $eV$, so for cross-section $S$

$$I=eS\nu D\int dE\,\frac{f_L-f_R}{L}=\frac{e^2\nu DS}{L}V .$$

This is Ohm's law with $\sigma=e^2\nu D$. Electrons flow to the right; $I$ is the magnitude of the current.

The local electrochemical potential is the first moment of $-\partial_Ef$:

$$\mu(s)=(1-s)\frac{eV}{2}-s\frac{eV}{2}=eV\left(\tfrac12-s\right).$$

The two steps lie at distances $s\,eV$ and $-(1-s)eV$ from $\mu$. Adding the thermal variance $\pi^2k^2T^2/3$ of each step gives

$$\int dE\,(E-\mu)^2(-\partial_Ef)=s(1-s)(eV)^2+\frac{\pi^2k^2T^2}{3}.$$

A single Fermi function with the same $\mu$ and energy has variance $\pi^2k^2T_e^2/3$, hence

$$T_e^2=T^2+\frac{3}{\pi^2}s(1-s)\left(\frac{eV}{k}\right)^2. \tag{3}$$

Strong electron-electron scattering would produce this Fermi function if phonons took no energy. Such collisions conserve number and energy, so they leave $\mu$ and the second moment unchanged while they alter the shape of $f$. Neither the current nor the local energy density separates the two regimes within this model.

## A copper-like wire

Take rough typical values for a thin copper film in a dilution refrigerator: $L=1.5$ µm, width 100 nm, thickness 50 nm, $D=100$ cm²/s, $T=50$ mK and $V=0.20$ mV. A free-electron density of $8.5\times10^{22}$ cm⁻³ gives $\nu=1.81\times10^{22}$ eV⁻¹cm⁻³ and $v_F=1.57\times10^8$ cm/s. Then

$$\tau_D=\frac{L^2}{D}=\frac{(1.5\times10^{-4}\,\mathrm{cm})^2}{100\,\mathrm{cm^2/s}}=0.225\ \mathrm{ns}.$$

The resistance is 10.4 Ω and the current is $0.20\,\mathrm{mV}/10.4\,\Omega\simeq19$ µA.

Since $kT=4.3$ µeV, the bias energy is $46kT$ and each step is 19 µeV wide. At $s=0.25$ and $E=50$ µeV, the left Fermi function is nearly one and the right nearly zero, so $f=0.75\times1+0.25\times0=0.75$. At $E=100$ µeV the left function is one half, and $f=0.75\times0.5=0.375$.

At the middle, equation (3) gives $T_e=0.64$ K. The corresponding Fermi function is 0.71 at $-50$ µeV and 0.29 at $+50$ µeV, whereas the two-step function is 0.50 at both. Equal energy does not imply equal occupation. The numerical output lists further values.

## Testing the diffusive limit

A lattice calculation can find the left reservoir's weight without a diffusion equation. If contact $r$ has broadening $\Gamma_r$ and occupation $f_r$, the filled local weight is $\sum_r(G^R\Gamma_rG^A)_{ii}f_r$, and the total weight is the same sum without $f_r$. The left share is their ratio for $f_L=1$, $f_R=0$.

This was computed for 250 disordered lattices of $50\times20$ sites, with hopping 1, site energies spread uniformly over a width 2, energy $-1$, a magnetic phase of 0.1 rad per cell and absorbing end contacts. Both weights were averaged before division. Over the inner 40 columns the share departs from a fitted line by at most 0.009. The fitted drop over the full length is 0.81 rather than 1. The drop shifts by about 0.01 and the deviation by a few thousandths with the choice of disorder samples. Contact jumps are the likely cause: lengths of 30 and 100 columns give drops of about 0.73 and 0.91, as a fixed extra length of about five sites at each end would.

Their size in the copper example follows from a kinetic equation with isotropic elastic scattering. Let $c$ be the cosine of the velocity angle and $F$ the angular average of $f$:

$$v_Fc\,\partial_xf=-\frac{v_F}{\ell}(f-F),\qquad f\simeq F-\ell c\,F'.$$

The flux per state is $\frac12\int_{-1}^{1}dc\,v_Fcf=-v_F\ell F'/3$, so $D=v_F\ell/3$. Solving the full integral transport equation for a wire $20\ell$ long gives $D/(v_F\ell)=0.334$, equal to $1/3$ within the mesh error.

For the copper values $\ell=19$ nm. The interior line extrapolates to the reservoir values $0.71\ell$ beyond each end, and the left weight changes by at most 0.0085. This model has isotropic injection and side walls that conserve motion along the wire.

## When electrons exchange energy

Collisions change $Df''=0$ to $Df''+I_{\rm coll}=0$. For an estimate, treat energy transfer through the screened Coulomb interaction by the golden rule, leaving out the exchange terms that come from antisymmetrizing the two electrons. Let $\nu_1=\nu S$ be the density of states per length.

Under a potential $W$, diffusion gives $-i\omega\,\delta n=-Dq^2(\delta n+\nu_1W)$. The density response is thus $\delta n=-\Pi W$, with $\Pi=\nu_1Dq^2/(Dq^2-i\omega)$. For strong screening the interaction is $1/\Pi$, so

$$|W_{\rm scr}|^2=\frac{D^2q^4+\omega^2}{\nu_1^2D^2q^4}.$$

A density correlation decaying as $e^{-Dq^2|t|}$ gives the mean squared matrix element of $e^{iqx}$ between two states:

$$M_q^2=\frac{1}{\pi\hbar N_1}\frac{Dq^2}{D^2q^4+\omega^2},\qquad N_1=\frac{\nu_1L}{2},$$

where $N_1$ is the number of states per energy and spin. The final electron state contributes $N_1$; the partner's two states and spin contribute $2N_1^2$. Treating different $q$ as uncorrelated,

$$K=\frac{2\pi}{\hbar}\,\frac{2N_1^3}{L}\int\frac{dq}{2\pi}|W_{\rm scr}|^2M_q^4
=\frac{2}{\pi\hbar^3\nu_1}\int\frac{dq}{2\pi}\frac{1}{D^2q^4+\omega^2}.$$

With $q=\sqrt{\omega/D}\,y$ and $\int_{-\infty}^{\infty}dy/(1+y^4)=\pi/\sqrt2$, the last integral is $\omega^{-3/2}/(2\sqrt{2D})$. Setting $\omega=|\varepsilon|/\hbar$,

$$K(\varepsilon)=\kappa|\varepsilon|^{-3/2},\qquad
\kappa=\frac{1}{\sqrt2\,\pi\hbar^{3/2}\nu_1\sqrt D}.$$

The collision integral subtracts losses from gains:

$$I_{\rm coll}=\int d\varepsilon\,K(\varepsilon)\{[1-f(E)]f(E+\varepsilon)B(\varepsilon)-f(E)[1-f(E+\varepsilon)]B(-\varepsilon)\},$$

where $B(\varepsilon)=\int dE'f(E')[1-f(E'+\varepsilon)]$ counts partners that can gain $\varepsilon$.

Insert equation (2) and solve $D\,\delta f''=-I_{\rm coll}$ with $\delta f=0$ at both ends. The response at the middle to a source at $s$ is $\frac12\min(s,1-s)$, whose slope drops by one at $s=\frac12$. Thus

$$\delta f(\tfrac12,E)=\tau_D\int_0^1ds\,\tfrac12\min(s,1-s)\,I_{\rm coll}(s,E).$$

Here $\kappa=0.047$ ns⁻¹meV⁻¹ᐟ², so the overall scale is $\kappa\sqrt{eV}\,\tau_D=0.047\sqrt{0.20}\times0.225\simeq0.005$. The full integral gives a largest $|\delta f|$ of $4.5\times10^{-4}$ at the middle, about $2kT$ inside each step. This maximum comes largely from small transfers that round the steps, so for $kT\ll eV$ it scales as $\kappa\tau_D\,eV/\sqrt{kT}$ and grows on cooling: with this kernel it is $6.6\times10^{-4}$ at 25 mK. At fixed $V$, $T$, $D$ and cross-section this first correction grows as $L^2$; for a wire ten times longer it is about 0.045, which the self-consistent solution of $Df''+I_{\rm coll}=0$ lowers to about 0.039.

The one-dimensional kernel requires $\sqrt{\hbar D/|\varepsilon|}$ to exceed the transverse dimensions and remain below $L$. At $\varepsilon=eV$ it is 181 nm, not far above the 100 nm width, and below $\hbar D/L^2\simeq3$ µeV it exceeds $L$. Replacing the $q$ integral by a sum over $q=n\pi/L$, $n\ge1$, cuts the kernel strongly below $\pi^2\hbar D/L^2\simeq29$ µeV, the range that rounds the steps, and halves the largest $|\delta f|$ to about $2\times10^{-4}$. The result is an estimate of size.

For phonons, compare $\Sigma T_e^5$ with the Joule power density $\sigma(V/L)^2$. A rough $\Sigma=2\times10^9$ W m⁻³K⁻⁵ and the middle value of $T_e$ give a ratio of $4\times10^{-4}$. This is for a Fermi function at $T_e$; with the electron-phonon coupling that gives the $T^5$ law, the two-step function at the middle of the wire emits only about a third as much. The variation of $D$ with kinetic energy should also be small if its scale is the Fermi energy, since $eV/E_F=2.8\times10^{-5}$.

## What real reservoirs change

Real pads have finite resistance. Model each as a half-plane film 500 nm thick, with the wire's conductivity, from radius $r_0=50$ nm to $r_p=100$ µm. Current through a half-circle of area $\pi rt_p$ gives

$$R_s=\frac{\ln(r_p/r_0)}{\pi\sigma t_p}=0.016R .$$

If electrons in the pad thermalize locally, half the wire's heat, $V^2/2R$, enters each pad. With thermal conductivity $\mathcal L\sigma T$, $\mathcal L=\pi^2k^2/3e^2$, radial heat flow gives $(T_p^2-T^2)/2=(V^2/2R)R_s/\mathcal L$. Equation (3) at the middle reads $T_e^2-T^2=V^2/4\mathcal L$, so

$$T_p^2=T^2+4\frac{R_s}{R}(T_e^2-T^2),\qquad T_p=0.17\ \mathrm K.$$

This neglects phonon cooling and Joule heat within the pad. It also lets the current fill the pad's thickness already at $r_0$, although $r_0$ is much smaller than $t_p$. If the current instead spreads over quarter-spheres of area $\pi r^2$ until $r=t_p$, the factor $\ln(r_p/r_0)=7.6$ becomes $t_p/r_0-1+\ln(r_p/t_p)=14.3$. That nearly doubles $R_s$ and raises $T_p$ to about 0.23 K. The wire's flat rectangular end is a smaller contact than this quarter-sphere and would raise $T_p$ further, to about 0.26 K if the current enters it uniformly, so the pad figures are rough. With the half-circle value, the step width grows from 19 to 64 µeV, and $f$ at the middle changes by up to 0.12, near the steps. The plateau survives: at $\pm50$ µeV its values are 0.48 and 0.52. With $T_p=0.23$ K they would be 0.46 and 0.54, a more visible tilt. Among the effects sized here, this is the largest.

If electrons instead cross the pad without exchanging energy, $f$ obeys the diffusion equation there too. The far reservoir's weight at the wire end is then $R_s/(R+2R_s)$, about 0.016 for half-circle spreading and 0.03 for the quarter-sphere estimate, and the steps are not broadened. The small Coulomb correction in the wire warns that thermalization close to the contact cannot be assumed. A real device also may contain magnetic impurities, which can increase energy exchange; their effect depends on their concentration and is not included in these estimates.

## Table of computed values

```
wire length: 1.50 um
wire width, thickness: 100, 50 nm
diffusion coefficient: 100 cm2/s
reservoir temperature: 0.050 K
bias: 0.20 mV
electron density: 8.50e+22 cm^-3
thermal energy kT: 4.309 ueV
bias energy / kT: 46.4
10-90 percent width of one step: 18.9 ueV
Fermi energy: 7.05 eV
Fermi velocity: 1.575e+08 cm/s
density of states, both spins: 1.809e+22 eV^-1 cm^-3
mean free path: 19.1 nm
diffusion time: 0.225 ns
wire resistance: 10.35 ohm
current: 19.32 uA
f at x/L = 0.25, 0.50, 0.75; then equal-energy Fermi
function and two-step f with heated pads, both at x/L = 0.50
E = -150 ueV: 1.0000  1.0000  1.0000  0.9378  0.9840
E = -100 ueV: 0.8750  0.7500  0.6250  0.8592  0.7500
E =  -50 ueV: 0.7500  0.5000  0.2500  0.7118  0.5159
E =    0 ueV: 0.7500  0.5000  0.2500  0.5000  0.5000
E =   50 ueV: 0.7500  0.5000  0.2500  0.2882  0.4841
E =  100 ueV: 0.3750  0.2500  0.1250  0.1408  0.2500
E =  150 ueV: 0.0000  0.0000  0.0000  0.0622  0.0160
equal-energy temperature at middle: 0.642 K
matrix solution, largest error in f: 1.4e-16
lattice weight, largest deviation from line: 0.0091
lattice weight, fitted drop over wire: 0.808
kinetic D / (v_F mean free path): 0.3336
contact jump length / mean free path: 0.712
finite mean free path, largest change of weight: 0.0085
Coulomb kappa: 0.0466 ns^-1 meV^-1/2
length sqrt(hbar D/eV): 181 nm
electron collisions, largest |change of f|: 4.51e-04
phonon coupling, rough: 2.0e+09 W m^-3 K^-5
phonon cooling / Joule heating: 4.23e-04
bias energy / Fermi energy: 2.84e-05
pad thickness: 500 nm
pad outer radius: 100 um
one pad's spreading resistance / wire: 0.0161
heated pad temperature at wire end: 0.170 K
pad heating, largest |change of f| at middle: 0.124
heated 10-90 percent step width: 64.4 ueV
```
